# Path length and midpoint energy for purely electronic stopping

**Question**

I'm working on an ion-implantation problem in which a slow ion loses energy only to electrons, according to

$$\frac{dE}{dx}=-k\sqrt E .$$

I have to show that the total path length is $2\sqrt{E_0}/k$, where $E_0$ is the initial energy, and then find the energy remaining halfway.

Two things bother me. The energy loss per unit length goes to zero as the ion slows down, so why doesn't it coast forever? And for the second part I would have guessed $E_0/2$, but the loss isn't constant, so I don't trust that. How should I do this, and would the answer mean anything for a real ion, say chlorine at a few MeV in silicon?

**Answer**

Take $x$ as distance measured along the ion's path, with $E(0)=E_0$ and $k>0$ constant. I read "halfway" as half the total path length. The model treats the loss as continuous and the medium as uniform.

**Solving for the energy**

While $E>0$, we may divide by $\sqrt E$:

$$\frac{dE}{\sqrt E}=-k\,dx .$$

Integrate from the surface to a distance $x$. Since the antiderivative of $E^{-1/2}$ is $2E^{1/2}$,

$$2\sqrt{E(x)}-2\sqrt{E_0}=-kx ,$$

and therefore

$$\sqrt{E(x)}=\sqrt{E_0}-\frac{kx}{2}.$$

The square root of the energy, and so the speed, falls linearly with distance. It reaches zero when $kx/2=\sqrt{E_0}$, which gives the path length

$$L=\frac{2\sqrt{E_0}}{k}.$$

Substituting $k=2\sqrt{E_0}/L$ and squaring gives

$$E(x)=E_0\left(1-\frac{x}{L}\right)^2,\qquad 0\le x\le L .$$

To check the sign and the factor of 2, differentiate:

$$\frac{dE}{dx}=-\frac{2E_0}{L}\left(1-\frac{x}{L}\right)=-k\sqrt{E_0}\left(1-\frac{x}{L}\right)=-k\sqrt E .$$

The last step uses $\sqrt E=\sqrt{E_0}(1-x/L)$, which needs $x\le L$. Beyond $L$ the squared expression would rise again, which would be an energy gain. It no longer solves the equation there, and the ion does not travel beyond $L$.

**The energy halfway**

At $x=L/2$,

$$E(L/2)=E_0\left(1-\frac12\right)^2=\frac{E_0}{4}.$$

Half the speed is left, but a quarter of the energy. Three quarters of the energy is deposited in the first half of the path, where the ion is faster and the stopping stronger.

Your guess of $E_0/2$ belongs to an earlier point. Setting $(1-x/L)^2=1/2$ gives $x=L(1-1/\sqrt2)\approx0.293L$.

**Why the path is finite**

The distance needed to lose the remaining energy is

$$\int_0^{E}\frac{dE'}{k\sqrt{E'}}=\frac{2\sqrt E}{k}.$$

The integrand diverges at zero energy, but weakly enough for the integral to converge. As the ion slows, the energy left to lose falls faster than the stopping power, so the distance still to go shrinks in proportion to $\sqrt E$.

Your intuition about coasting does apply to time. With $E=Mv^2/2$ for an ion of mass $M$, the stopping force is $dE/dx$, so Newton's law reads

$$M\frac{dv}{dt}=-k\sqrt{\frac{M}{2}}\,v .$$

Hence

$$v=v_0e^{-t/\tau},\qquad \tau=\frac{M}{k\sqrt{M/2}}=\frac{\sqrt{2M}}{k}.$$

Integrating the speed from $t=0$ gives $x=v_0\tau(1-e^{-t/\tau})$. Since $v_0=\sqrt{2E_0/M}$, the prefactor is

$$v_0\tau=\sqrt{\frac{2E_0}{M}}\,\frac{\sqrt{2M}}{k}=\frac{2\sqrt{E_0}}{k}=L .$$

In this ideal model the ion approaches $L$ without reaching it at any finite time. It passes the midpoint when $e^{-t/\tau}=1/2$, at $t=\tau\ln2$.

**How much depends on the square root?**

Suppose instead that $dE/dx=-S_0(E/E_0)^p$, where $S_0$ is the initial stopping power. For $p<1$, separation and integration give

$$\left(\frac{E}{E_0}\right)^{1-p}=1-\frac{(1-p)S_0x}{E_0}.$$

The right side vanishes at $L_p=E_0/[(1-p)S_0]$. At half that distance it equals $1/2$, so

$$\frac{E(L_p/2)}{E_0}=2^{-1/(1-p)} .$$

For constant stopping, $p=0$, half the energy remains, which is your guess. For $p=1/2$ the fraction is $1/4$. At $p=1$ the equation gives $E=E_0e^{-S_0x/E_0}$, and the path is no longer finite.

**Chlorine in silicon**

Take chlorine of mass number 35 with $E_0=4.00$ MeV, entering silicon in a direction that avoids channelling. A round value is $k=0.90\ \mathrm{eV^{1/2}/nm}$. For comparison, the Lindhard–Scharff model, a standard estimate of low-velocity electronic stopping, gives 0.895 in the same unit.

Since $\sqrt{E_0}=2000\ \mathrm{eV^{1/2}}$,

$$L=\frac{2(2000)}{0.90}\ \mathrm{nm}=4444\ \mathrm{nm}\approx4.44\ \mathrm{\mu m}.$$

After 2222 nm the model leaves $4.00/4=1.00$ MeV. The stopping power has fallen from $0.90\times2000=1800$ eV/nm to $0.90\times1000=900$ eV/nm. The initial speed is 4696 nm/ps, so $\tau=L/v_0=0.946$ ps, and the midpoint is passed after 0.656 ps.

**What a real ion does differently**

The largest omission I estimated is nuclear stopping, the energy given to whole silicon atoms in elastic collisions. Call its energy loss per unit length $S_n(E)$. The path becomes

$$L'=\int_0^{E_0}\frac{dE}{k\sqrt E+S_n(E)} .$$

For $S_n$ I used the universal screened potential in its usual fitted form. With $e^2$ meaning $q_e^2/4\pi\varepsilon_0$, $a_0$ the Bohr radius, $N$ the atomic density of silicon, and subscripts 1 and 2 for chlorine and silicon, define

$$a=\frac{0.8854\,a_0}{Z_1^{0.23}+Z_2^{0.23}},\qquad E_s=\frac{Z_1Z_2e^2(M_1+M_2)}{aM_2},\qquad \epsilon=\frac{E}{E_s}.$$

Then

$$S_n=N\pi a^2\,\frac{4M_1M_2}{(M_1+M_2)^2}\,E_s\,s(\epsilon),$$

$$s(\epsilon)=\begin{cases}\dfrac{\ln(1+1.1383\epsilon)}{2(\epsilon+0.01321\epsilon^{0.21226}+0.19593\epsilon^{1/2})}, & \epsilon\le30,\\[2ex]\dfrac{\ln\epsilon}{2\epsilon}, & \epsilon>30.\end{cases}$$

At 4 MeV, 1 MeV and 50 keV this fit agrees with scattering integrals computed directly from the same potential to within 5.0 percent. That is good enough for sizing a correction.

Nuclear stopping is about 3 percent of electronic stopping at 4 MeV and 14 percent at 1 MeV. The two are equal at about 160 keV. The path shrinks from 4.4 to about 3.3 $\mathrm{\mu m}$, a reduction of about a quarter of the ideal path. The ideal ion has about 0.9 $\mathrm{\mu m}$ left to travel at 160 keV, less than the 1.1 $\mathrm{\mu m}$ removed, so part of the shortening must come from higher energies, where nuclear stopping is the smaller of the two.

The midpoint now has to be specified with care:

- At the original midpoint, 2222 nm, the corrected energy is about 870 keV instead of 1000 keV.
- At half of its own shorter path, about 1.7 $\mathrm{\mu m}$, the ion still has about 1.5 MeV, or roughly 37 percent of $E_0$.

So the one-quarter result is a property of stopping proportional to $\sqrt E$, and it is noticeably off for this ion if "halfway" refers to its actual path.

Path length is also not depth, because collisions turn the ion. Suppose an ion of energy $E$ gives energy $T$ to a silicon atom at rest and is deflected by an angle $\phi$. The silicon atom's squared momentum is $2M_2T$, so momentum conservation gives

$$2M_2T=2M_1E+2M_1(E-T)-4M_1\sqrt{E(E-T)}\cos\phi .$$

Solving for the cosine,

$$\cos\phi=\frac{2E-(1+M_2/M_1)T}{2\sqrt{E(E-T)}}\approx1-\frac{M_2}{2M_1}\frac{T}{E},$$

to first order in $T/E$. Collisions are equally likely to turn the ion to any side, so each multiplies the mean direction cosine $C$ by $\cos\phi$. Summing $T$ over the collisions in a unit length gives $S_n$, and therefore

$$\frac{dC}{dx}=-\frac{M_2}{2M_1}\frac{S_n}{E}\,C .$$

For normal incidence, $C=1$ at the surface. Integrating $C$ along the corrected path gives a mean depth of about 3.1 $\mathrm{\mu m}$, or 0.94 of that path. This is an estimate, since the expansion fails for hard collisions in which $T$ is comparable with $E$. Keeping the exact collision kinematics and the fluctuations in $T$ leaves the depth at 3.1 $\mathrm{\mu m}$ and moves the ratio to about 0.95.

The electronic law itself is approximate. The initial speed is 0.325 of $v_BZ_1^{2/3}$, where $v_B$ is the Bohr speed. This product is the usual scale below which stopping proportional to speed is applied, so the ion is below it but not far below. Two illustrative variations, which are not error bounds, show the sensitivity within the purely electronic model:

- With $E_0$ fixed, a $k$ that is 20 percent lower or higher gives $L=5556$ or 3704 nm. The midpoint fraction stays at $1/4$, because $k$ cancels from it.
- With $E_0$ and $S_0=1800$ eV/nm fixed, $p=0.45$ gives $L=4040$ nm and a midpoint fraction of 0.284. For $p=0.55$ the values are 4938 nm and 0.214.

Relativity is a minor matter here, since $E_0$ is about $1.2\times10^{-4}$ of the ion's rest energy.

These parameters are rough values for a high-energy implant. For chlorine in silicon, an implant at 50 keV would start where nuclear stopping already exceeds electronic stopping in this estimate, and $2\sqrt{E_0}/k$ should not be used as its range. At 4 MeV the formula overestimates the corrected path by about a third of that path. The corrected path and depth are themselves model estimates, because they keep the approximate electronic law, and this uncertainty is not small. With nuclear stopping and deflection included, $k=0.72$, 1.08 and 1.25 $\mathrm{eV^{1/2}/nm}$ give mean depths of about 3.7, 2.7 and 2.4 $\mathrm{\mu m}$. Rough effective-charge estimates put the electronic stopping at 4 MeV a quarter to a half above 1800 eV/nm, outside the 20 percent variation shown above. The value 3.1 $\mathrm{\mu m}$ should therefore not be used as the implant depth without measured or tabulated stopping powers. The numerical output below lists the computed values with more digits.

## Computed values

```
EXAMPLE: Cl (mass number 35) in Si, rough model values
Initial energy E0 = 4000000 eV = 4.00 MeV
Chosen k = 0.90 eV^0.5/nm
Lindhard-Scharff estimate of k = 0.895 eV^0.5/nm
sqrt(E0) = 2000 eV^0.5
Total path L = 4444 nm = 4.44 micrometres
Half path L/2 = 2222 nm
Energy at half path = 1000000 eV = 1.00 MeV
Energy at x/L = 0.25: 2250000 eV
Energy at x/L = 0.75: 250000 eV
Electronic stopping at start = 1800 eV/nm
Electronic stopping at half path = 900 eV/nm
Distance where E = E0/2: 1302 nm
That distance divided by L = 0.293
Initial speed = 4696 nm/ps
Time constant tau = 0.946 ps
Time to reach L/2 = 0.656 ps
SIZES OF NEGLECTED EFFECTS
Speed / (Bohr speed * Z1^(2/3)) = 0.325
E0 / ion rest energy = 1.23e-04
Nuclear/electronic stopping at E0 = 0.027
Nuclear/electronic stopping at E0/4 = 0.144
Equal nuclear and electronic stopping at 155 keV
Ideal path left at that energy = 875 nm
Path with nuclear stopping = 3312 nm
Path reduction = 25.5 percent
Corrected energy at original L/2 = 867 keV
Corrected energy at half its own path = 1483 keV
Estimated mean depth with deflection = 3103 nm
Mean depth / corrected path = 0.937
Largest tested nuclear-fit error = 5.0 percent
Ideal L if k is 20 percent lower = 5556 nm
Ideal L if k is 20 percent higher = 3704 nm
Exponent p = 0.45: L = 4040 nm, E_half/E0 = 0.284
Exponent p = 0.55: L = 4938 nm, E_half/E0 = 0.214
```
